# Dry oxidation time for 100 nm from the Deal-Grove law: verification in Python

```python
# Deal-Grove oxidation: x^2 + A x = B (t + tau), hence
#     t = (x^2 + A x)/B - tau
# x: total oxide thickness (um), t: furnace time (h), A (um), B (um^2/h),
# tau (h): time shift standing for the fast first stage of dry oxidation.
# The law is tested against numerical solution of the three flux equations
# (gas supply, diffusion through the oxide, reaction at the silicon).
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import N_A, k as k_boltzmann, e as e_charge

A, B, tau = 0.165, 0.0117, 0.37
x_target = 100 * 1e-3                      # 100 nm in um


def time_formula(x, a=A, b=B, shift=tau):
    return (x**2 + a * x) / b - shift


def thickness_formula(t):
    return 0.5 * A * (np.sqrt(1 + 4 * B * (t + tau) / A**2) - 1)


t_parabolic = x_target**2 / B
t_linear = x_target * A / B
t_answer = time_formula(x_target)
x_offset = thickness_formula(0.0)
final_rate = B / (A + 2 * x_target)

# Microscopic picture; concentrations in units of the solubility C*.
solubility = 5e16                          # cm^-3, rough value for O2
density, molar_mass = 2.2, 60.08           # silica, g/cm^3 and g/mol
n_oxide = density * N_A / molar_mass       # one O2 per SiO2 unit, cm^-3
ratio = solubility / n_oxide
D = B / (2 * ratio)                        # um^2/h
k_react = (2 * D / A) * (4 / 3)            # um/h
h_gas = 3 * k_react                        # gas transfer not negligible


def flux_rate(x):
    """Growth rate from the three flux balances, unknowns C0, Ci, F."""
    matrix = np.array([[h_gas, 0.0, 1.0],
                       [D, -D, -x],
                       [0.0, k_react, -1.0]])
    flux = np.linalg.solve(matrix, np.array([h_gas, 0.0, 0.0]))[2]
    return ratio * flux


t_flux = quad(lambda x: 1 / flux_rate(x), x_offset, x_target)[0]
tau_flux = quad(lambda x: 1 / flux_rate(x), 0, x_offset)[0]
assert abs(t_flux - t_answer) < 1e-7
assert abs(tau_flux - tau) < 1e-7
path = solve_ivp(lambda t, y: [flux_rate(y[0])], (0, t_answer), [x_offset],
                 rtol=1e-9, atol=1e-12)
assert path.success
x_reached = path.y[0, -1]
assert abs(x_reached - x_target) < 1e-7
dt = 1e-4
rate_difference = (thickness_formula(t_answer + dt)
                   - thickness_formula(t_answer - dt)) / (2 * dt)
assert abs(rate_difference - final_rate) < 1e-7


# Meaning of tau: extra rate C exp(-x/L), growth from truly bare silicon.
def time_saved(x_end, extra, length):
    def integrand(x):
        slow = (A + 2 * x) / B
        return slow - 1 / (1 / slow + extra * np.exp(-x / length))
    cuts = [0.0] + [c * length for c in (1, 3, 6, 10)
                    if c * length < x_end] + [x_end]
    return sum(quad(integrand, lo, hi)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def bare_start(length):
    """Extra rate that gives the late shift tau, and time to the target."""
    extra = brentq(lambda c: time_saved(1.0, c, length) - tau, 1e-4, 100)
    t_bare = (x_target**2 + A * x_target) / B \
        - time_saved(x_target, extra, length)
    return extra, t_bare


L_short, L_long = 0.010, 0.050
extra_short, t_short = bare_start(L_short)
extra_long, t_long = bare_start(L_long)
t_to_offset = (x_offset**2 + A * x_offset) / B \
    - time_saved(x_offset, extra_short, L_short)
assert abs(t_short - t_answer) < 1e-3      # constant shift works
assert abs(t_long - t_answer) > 0.05       # and fails for slow decay

# Spread from rounding of the last given digit of A, B, tau.
corners = [time_formula(x_target, A + i * 5e-4, B + j * 5e-5, tau + m * 5e-3)
           for i in (-1, 1) for j in (-1, 1) for m in (-1, 1)]


# Effects left out, with the extrapolated offset thickness held fixed.
def time_from_offset(parabolic, linear):
    return ((x_target**2 - x_offset**2) / parabolic
            + (x_target - x_offset) / linear)


assert abs(time_from_offset(B, B / A) - t_answer) < 1e-10
face_factor = 1.7                          # rough (111)/(100) ratio of B/A
t_face = time_from_offset(B, B / A / face_factor)
T0, dT = 1273.15, 10.0
E_par, E_lin = 1.2, 2.0                    # eV, rough
kB = k_boltzmann / e_charge
inverse_step = (1 / T0 - 1 / (T0 + dT)) / kB
t_hot = time_from_offset(B * np.exp(E_par * inverse_step),
                         B / A * np.exp(E_lin * inverse_step))
t_pressure = time_from_offset(0.99 * B, 0.99 * B / A)
diffusion_time = x_target**2 / D * 3600


def change(t):
    return 100 * (t / t_answer - 1)


print(f"A = {A:.3f} um, B = {B:.4f} um^2/h, tau = {tau:.2f} h")
print(f"target thickness x = {x_target:.3f} um")
print(f"x^2 = {x_target**2:.4f} um^2, A x = {A*x_target:.4f} um^2")
print(f"x^2 + A x = {x_target**2 + A*x_target:.4f} um^2")
print(f"parabolic term x^2/B = {t_parabolic:.4f} h")
print(f"linear term x A/B = {t_linear:.4f} h")
print(f"sum t + tau = {t_parabolic + t_linear:.4f} h")
print(f"oxidation time t = {t_answer:.4f} h = {t_answer*60:.1f} min")
print(f"range from rounding of inputs = {min(corners):.3f}"
      f" to {max(corners):.3f} h")
print(f"formula thickness at t = 0: x_i = {x_offset*1e3:.2f} nm")
print(f"linear rate constant B/A = {B/A:.4f} um/h")
print(f"final growth rate = {final_rate*1e3:.2f} nm/h")
print(f"time per extra nm at the end = {0.06/final_rate:.2f} min")
print("-- tests --")
print(f"time from integrated flux balances = {t_flux:.4f} h")
print(f"thickness from forward integration = {x_reached*1e3:.4f} nm")
print("-- bare silicon with extra rate C exp(-x/L) --")
print(f"L = {L_short*1e3:.0f} nm: C = {extra_short:.3f} um/h,"
      f" time to 100 nm = {t_short:.4f} h")
print(f"L = {L_short*1e3:.0f} nm: time to reach x_i = {t_to_offset:.4f} h")
print(f"L = {L_long*1e3:.0f} nm: C = {extra_long:.4f} um/h,"
      f" time to 100 nm = {t_long:.4f} h")
print("-- effects left out (rough inputs, x_i fixed) --")
print(f"(100) face, B/A lower by factor {face_factor:.1f}:"
      f" t = {t_face:.2f} h ({change(t_face):+.0f} %)")
print(f"activation energies: B {E_par:.1f} eV, B/A {E_lin:.1f} eV")
print(f"furnace at {T0:.0f} K running {dT:.0f} K hot:"
      f" t = {t_hot:.2f} h ({change(t_hot):+.0f} %)")
print(f"oxygen pressure 1 % low: t = {t_pressure:.3f} h"
      f" ({change(t_pressure):+.1f} %)")
print(f"O2 solubility C* = {solubility:.0e} cm^-3")
print(f"O2 built into oxide N = {n_oxide:.2e} cm^-3")
print(f"ratio C*/N = {ratio:.1e} (dimensionless)")
print(f"diffusion time x^2/D = {diffusion_time:.3f} s")
print("PASS")
```

Printed output:

```
A = 0.165 um, B = 0.0117 um^2/h, tau = 0.37 h
target thickness x = 0.100 um
x^2 = 0.0100 um^2, A x = 0.0165 um^2
x^2 + A x = 0.0265 um^2
parabolic term x^2/B = 0.8547 h
linear term x A/B = 1.4103 h
sum t + tau = 2.2650 h
oxidation time t = 1.8950 h = 113.7 min
range from rounding of inputs = 1.876 to 1.914 h
formula thickness at t = 0: x_i = 23.02 nm
linear rate constant B/A = 0.0709 um/h
final growth rate = 32.05 nm/h
time per extra nm at the end = 1.87 min
-- tests --
time from integrated flux balances = 1.8950 h
thickness from forward integration = 100.0000 nm
-- bare silicon with extra rate C exp(-x/L) --
L = 10 nm: C = 0.424 um/h, time to 100 nm = 1.8952 h
L = 10 nm: time to reach x_i = 0.1254 h
L = 50 nm: C = 0.0137 um/h, time to 100 nm = 2.0440 h
-- effects left out (rough inputs, x_i fixed) --
(100) face, B/A lower by factor 1.7: t = 2.65 h (+40 %)
activation energies: B 1.2 eV, B/A 2.0 eV
furnace at 1273 K running 10 K hot: t = 1.69 h (-11 %)
oxygen pressure 1 % low: t = 1.914 h (+1.0 %)
O2 solubility C* = 5e+16 cm^-3
O2 built into oxide N = 2.21e+22 cm^-3
ratio C*/N = 2.3e-06 (dimensionless)
diffusion time x^2/D = 0.014 s
PASS
```
